# Node Count Need Not Order the States of an Ultrasoft Hamiltonian: verification in Python

```python
"""
Result under test: the eigenstates of an ultrasoft radial problem H u = E S u
are not ordered by node count; a state with a node can lie lowest.
  H = h + D |beta><beta|,  S = 1 + q |beta><beta|,  h = -1/2 d2/dr2 + V_loc
  phi  : nodeless pseudo-wave of hydrogen 2s, reference energy eps = -1/8
  chi  = (eps - h) phi,  B = <phi|chi>,  beta = chi/B,  D = B + eps q
  q    = norm of the all-electron wave minus norm of phi inside r_c
  C(E) = D - E q : energy-dependent strength of the projector
Count under test: levels below eps = (levels of h below eps) - (1 if B > 0).
Hartree atomic units, l = 0, u(r) = r R(r).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
eps, rc = -0.125, 4.0
step, npts = 0.1, 600
r = step * np.arange(1, npts + 1)

# Taylor coefficients in s = r^2/rc^2 - 1, matched at r = rc
s_sym = sp.symbols("s")
r_sym = 4 * sp.sqrt(1 + s_sym)


def taylor(expr, order):
    return [float(sp.diff(expr, s_sym, k).subs(s_sym, 0) / sp.factorial(k))
            for k in range(order + 1)]


log_wave = Polynomial(taylor(sp.log(r_sym / 2 - 1) - r_sym / 2, 4))
log_wave1, log_wave2 = log_wave.deriv(1), log_wave.deriv(2)
base_pot = Polynomial(taylor(-1 / r_sym, 2))


def s_of(x):
    return np.minimum(x * x / rc**2 - 1.0, 0.0)


def psi(x):
    return x * (x / 2 - 1) * np.exp(-x / 2) / np.sqrt(2)


def phi(x):
    inner = x * np.exp(log_wave(s_of(x))) / np.sqrt(2)
    return np.where(x < rc, inner, psi(x))


def v_loc(x, a, b=0.0):
    s = s_of(x)
    inner = base_pot(s) - a * (-s)**3 - b * (-s)**16
    return np.where(x < rc, inner, -1.0 / np.maximum(x, rc))


def chi(x, a, b=0.0):
    s = s_of(x)
    curvature = (6 / rc**2 * log_wave1(s)
                 + 4 * (1 + s) / rc**2 * (log_wave2(s) + log_wave1(s)**2))
    value = (eps + curvature / 2 - v_loc(x, a, b)) * phi(x)
    return np.where(x < rc, value, 0.0)


# kinetic energy in the radial sinc basis (odd functions of r)
i = np.arange(1, npts + 1)
diff, summ = i[:, None] - i[None, :], i[:, None] + i[None, :]
safe = np.where(diff == 0, 1, diff).astype(float)
kin = np.where(diff == 0, np.pi**2 / 3 - 0.5 / i[:, None]**2.0,
               2 / safe**2 - 2 / summ.astype(float)**2)
kin = kin * np.where(diff % 2 == 0, 1.0, -1.0) / (2 * step**2)

norm_ae = quad(lambda x: float(psi(x))**2, 0, rc)[0]
norm_ps = quad(lambda x: float(phi(x))**2, 0, rc)[0]
q0 = norm_ae - norm_ps


def solve(a, b=0.0, q=q0):
    h = kin + np.diag(v_loc(r, a, b))
    ch = chi(r, a, b)
    B = step * np.sum(phi(r) * ch)
    beta = ch / B
    vec = beta * np.sqrt(step)
    D = B + eps * q
    S = np.eye(npts) + q * np.outer(vec, vec)
    E, c = eigh(h + D * np.outer(vec, vec), S)
    e_loc, c_loc = eigh(h)
    return dict(h=h, B=B, D=D, beta=beta, E=E, u=c / np.sqrt(step),
                e_loc=e_loc, u_loc=c_loc)


def nodes(u):
    big = u[np.abs(u) > 1e-5 * np.max(np.abs(u))]
    return int(np.sum(big[1:] * big[:-1] < 0))


depth = 2.0
good, bad = solve(0.0), solve(depth)
ph = phi(r)
assert np.all(ph > 0)
assert abs(step * np.sum(ph**2) + q0 - 1) < 1e-5   # S-norm of phi

# the local problem obeys the oscillation theorem
for case in (good, bad):
    assert [nodes(case["u_loc"][:, k]) for k in range(3)] == [0, 1, 2]

# control: reference lowest; deep local potential: reference is second
assert abs(good["E"][0] - eps) < 1e-5 and nodes(good["u"][:, 0]) == 0
assert abs(bad["E"][1] - eps) < 1e-5 and nodes(bad["u"][:, 1]) == 0
assert bad["E"][0] < eps - 0.01 and nodes(bad["u"][:, 0]) >= 1

g = bad["u"][:, 0] * np.sign(bad["u"][0, 0])
Eg, B, D, beta = bad["E"][0], bad["B"], bad["D"], bad["beta"]


def C(E):
    return D - E * q0


# S phi is positive and S-orthogonal to the ghost
s_phi = ph + q0 * beta * step * np.sum(beta * ph)
assert np.all(beta > -1e-10) and np.all(s_phi > 0)
assert abs(step * np.sum(g * s_phi)) < 1e-4


# independent energies: outward integration and decaying Coulomb tail
def mismatch(E):
    def rhs(x, y):
        bx = float(chi(x, depth)) / B
        w = 2 * (float(v_loc(x, depth)) - E)
        return [y[1], w * y[0], bx * y[0],
                y[4], w * y[3] + 2 * bx, bx * y[3]]
    y = solve_ivp(rhs, (0, rc), [0, 1, 0, 0, 0, 0], method="DOP853",
                  rtol=1e-10, atol=1e-12).y[:, -1]
    k = np.sqrt(-2 * E)

    def tail(x):
        return mp.whitw(1 / k, 0.5, 2 * k * x)
    slope = float(mp.diff(tail, rc) / tail(rc))
    w_hom, w_part = y[1] - slope * y[0], y[4] - slope * y[3]
    return y[2] * C(E) * w_part - (C(E) * y[5] - 1) * w_hom


E_shoot = brentq(mismatch, Eg - 2e-3, Eg + 2e-3, xtol=1e-10)
ref_shoot = brentq(mismatch, eps - 2e-3, eps + 2e-3, xtol=1e-10)
assert abs(E_shoot - Eg) < 1e-5 and abs(ref_shoot - eps) < 1e-5

# Wronskian balance from the origin to the first node of the ghost
r0grid = np.concatenate(([0.0], r))


def spline(f):
    return CubicSpline(r0grid, np.concatenate(([0.0], f)))


g_s = spline(g)
first = int(np.where(g[1:] * g[:-1] < 0)[0][0])
node = brentq(g_s, r[first], r[first + 1])
assert node < rc
bg, bphi = step * np.sum(beta * g), step * np.sum(beta * ph)
w_local = spline(2 * (eps - Eg) * ph * g).integrate(0, node)
w_nonloc = spline(2 * beta * (C(Eg) * bg * ph
                              - C(eps) * bphi * g)).integrate(0, node)
w_end = float(phi(node)) * float(g_s(node, 1))
assert w_local > 0 and w_nonloc < 0 and w_end < 0
assert abs(w_local + w_nonloc - w_end) < 1e-3

# removing the node by |g| raises the energy
babs = step * np.sum(beta * np.abs(g))
h_exp = step * g @ bad["h"] @ g
E_abs = (h_exp + D * babs**2) / (step * g @ g + q0 * babs**2)
delta = babs**2 - bg**2
assert E_abs > Eg
assert abs(E_abs - Eg - C(Eg) * delta / (1 + q0 * delta)) < 1e-7

print("reference energy eps = %.4f hartree, r_c = %.1f bohr" % (eps, rc))
print("norm inside r_c: all-electron %.5f, pseudo %.5f" % (norm_ae, norm_ps))
print("augmentation charge q = %.5f" % q0)
print("-- main case: inner depth a = %.1f hartree" % depth)
print("V_loc(0) = %.4f hartree" % float(v_loc(0.0, depth)))
print("B = %.5f, D = %.5f hartree bohr-free units (<beta|phi>=1)" % (B, D))
print("C at ghost energy = %.5f, C at eps = %.5f" % (C(Eg), C(eps)))
print("largest eigenvalue of S = %.4f" % (1 + q0 * step * beta @ beta))
for name, case in (("control a=0", good), ("main a=2", bad)):
    for k in range(3):
        print("%s: local level %d: %.5f hartree, nodes %d" % (
            name, k + 1, case["e_loc"][k], nodes(case["u_loc"][:, k])))
    for k in range(3):
        print("%s: ultrasoft level %d: %.5f hartree, nodes %d" % (
            name, k + 1, case["E"][k], nodes(case["u"][:, k])))
print("ghost energy, diagonalization: %.6f hartree" % Eg)
print("ghost energy, integration:     %.6f hartree" % E_shoot)
print("reference energy, integration: %.6f hartree" % ref_shoot)
print("ghost energy = %.3f eV; below reference by %.3f eV" % (
    Eg * HARTREE_EV, (eps - Eg) * HARTREE_EV))
print("first node of ghost at r = %.4f bohr" % node)
print("Wronskian to node: local part %.5f, projector part %.5f" % (
    w_local, w_nonloc))
print("Wronskian sum %.5f, phi*g' at node %.5f" % (
    w_local + w_nonloc, w_end))
print("<beta|g> = %.5f, <beta||g|> = %.5f" % (bg, babs))
print("energy of |g| = %.5f hartree, rise %.5f hartree" % (E_abs, E_abs - Eg))
for x in (0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    print("r = %.1f bohr: ghost %.5f, phi %.5f bohr^-1/2" % (
        x, float(g_s(x)), float(phi(x))))

# count of levels below eps, for several local potentials
negative_B_ghost = False
for a, b in ((-6.0, 30.0), (-4.0, 0.0), (0.0, 0.0), (0.5, 0.0),
             (1.5, 0.0), (2.0, 0.0), (3.0, 0.0)):
    t = solve(a, b)
    n_loc = int(np.sum(t["e_loc"] < eps))
    n_us = int(np.sum(t["E"] < eps - 1e-4))
    assert n_us == n_loc - int(t["B"] > 0)
    negative_B_ghost |= bool(t["B"] < 0 and n_us > 0)
    print("a=%.1f b=%.0f hartree: B=%.4f, local below eps %d, ghosts %d, "
          "lowest %.4f hartree" % (a, b, t["B"], n_loc, n_us, t["E"][0]))
assert negative_B_ghost

# augmentation moves the ghost but does not change the count
ghost_energies = []
for factor in (0.0, 1.0, 5.0):
    t = solve(depth, q=factor * q0)
    assert int(np.sum(t["E"] < eps - 1e-4)) == 1
    assert abs(t["E"][1] - eps) < 1e-5
    ghost_energies.append(t["E"][0])
    print("q scaled by %.0f: ghost at %.5f hartree, nodes %d" % (
        factor, t["E"][0], nodes(t["u"][:, 0])))
assert np.ptp(ghost_energies) > 1e-4

print("PASS")
```

Output:

```
reference energy eps = -0.1250 hartree, r_c = 4.0 bohr
norm inside r_c: all-electron 0.17580, pseudo 0.13493
augmentation charge q = 0.04087
-- main case: inner depth a = 2.0 hartree
V_loc(0) = -2.4688 hartree
B = 0.03455, D = 0.02944 hartree bohr-free units (<beta|phi>=1)
C at ghost energy = 0.05646, C at eps = 0.03455
largest eigenvalue of S = 2.1804
control a=0: local level 1: -0.22275 hartree, nodes 0
control a=0: local level 2: -0.08216 hartree, nodes 1
control a=0: local level 3: -0.04180 hartree, nodes 2
control a=0: ultrasoft level 1: -0.12500 hartree, nodes 0
control a=0: ultrasoft level 2: -0.05600 hartree, nodes 1
control a=0: ultrasoft level 3: -0.03163 hartree, nodes 2
main a=2: local level 1: -1.26579 hartree, nodes 0
main a=2: local level 2: -0.21113 hartree, nodes 1
main a=2: local level 3: -0.07492 hartree, nodes 2
main a=2: ultrasoft level 1: -0.66113 hartree, nodes 1
main a=2: ultrasoft level 2: -0.12500 hartree, nodes 0
main a=2: ultrasoft level 3: -0.05573 hartree, nodes 2
ghost energy, diagonalization: -0.661135 hartree
ghost energy, integration:     -0.661135 hartree
reference energy, integration: -0.125000 hartree
ghost energy = -17.990 eV; below reference by 14.589 eV
first node of ghost at r = 2.2005 bohr
Wronskian to node: local part 0.03535, projector part -0.10548
Wronskian sum -0.07013, phi*g' at node -0.07013
<beta|g> = 1.86049, <beta||g|> = 2.92393
energy of |g| = -0.42331 hartree, rise 0.23783 hartree
r = 0.5 bohr: ghost 0.69109, phi 0.00912 bohr^-1/2
r = 1.0 bohr: ghost 0.88647, phi 0.02297 bohr^-1/2
r = 2.0 bohr: ghost 0.13930, phi 0.09178 bohr^-1/2
r = 3.0 bohr: ghost -0.19856, phi 0.24255 bohr^-1/2
r = 4.0 bohr: ghost -0.09600, phi 0.38279 bohr^-1/2
r = 6.0 bohr: ghost -0.01364, phi 0.42246 bohr^-1/2
a=-6.0 b=30 hartree: B=-0.0272, local below eps 2, ghosts 2, lowest -10.0395 hartree
a=-4.0 b=0 hartree: B=-0.0179, local below eps 0, ghosts 0, lowest -0.1250 hartree
a=0.0 b=0 hartree: B=0.0171, local below eps 1, ghosts 0, lowest -0.1250 hartree
a=0.5 b=0 hartree: B=0.0214, local below eps 1, ghosts 0, lowest -0.1250 hartree
a=1.5 b=0 hartree: B=0.0302, local below eps 2, ghosts 1, lowest -0.3664 hartree
a=2.0 b=0 hartree: B=0.0346, local below eps 2, ghosts 1, lowest -0.6611 hartree
a=3.0 b=0 hartree: B=0.0433, local below eps 2, ghosts 1, lowest -1.3334 hartree
q scaled by 0: ghost at -0.79003 hartree, nodes 1
q scaled by 1: ghost at -0.66113 hartree, nodes 1
q scaled by 5: ghost at -0.53975 hartree, nodes 1
PASS
```
